Noise Margins of a Matched Square-Law Complementary Inverter

Q: You want to assign noise margins to an inverter made from an n-channel and a p-channel oxide transistor. Before I accept any formula, what is the transistor law?

A: I use the gradual-channel model. Let Vgs and Vds be the magnitudes of the gate-source and drain-source voltages, and VT the threshold magnitude. Where the channel has risen by V above the source potential, the mobile charge per area is C(Vgs − VT − V), with C the gate capacitance per area, or zero if the bracket is negative. For mobility μ, width w and length L, the current is w μ times this charge times dV/dx. It is the same all along the channel, so integrating over x gives

I = β ∫₀^Vds max(Vgs − VT − V, 0) dV, β = μCw/L.

If Vgs ≤ VT, the current is zero. If Vgs > VT and Vds < Vgs − VT, the integrand stays positive, and

I = β[(Vgs − VT)Vds − Vds²/2].

This is the triode region. For larger Vds the integrand vanishes beyond V = Vgs − VT, so the current saturates at

I = (β/2)(Vgs − VT)².

Output conductance, leakage and subthreshold current are absent from this law. I shall put numbers on them later.

Q: The hole mobility in a p-type oxide is usually well below the electron mobility of its n-type partner. How can the pair be matched?

A: Matched means equal β and equal VT, not equal mobility. A wider p device can make up for slower holes. The n source is at ground, the p source is at the supply VDD, the gates share the input Vi, and the drains share the output Vo. The load draws no steady current, so the two channel currents are equal.

The algebra contains ratios of voltages and one common factor β, which cancels. It therefore reads the same in volts or in atomic units, where voltage is measured in hartree/e. I take 0 ≤ VT < VDD/2 for now.

Q: Each transistor has several regions. Which pair of regions applies on the low-input side?

A: Define the two overdrives and the drop of the output below the supply:

a = Vi − VT,
b = VDD − Vi − VT,
u = VDD − Vo.

For VT ≤ Vi < VDD/2 we have 0 ≤ a < b. There are four combinations to consider.

Both saturated would require a² = b², which contradicts a < b. With p saturated and n in triode, p would carry βb²/2 while n could carry at most βa²/2, which is too little. Both in triode would require u < b and Vo < a. Adding these gives VDD < a + b = VDD − 2VT, which is impossible for VT ≥ 0. What remains is n saturated and p in triode.

For Vi < VT the n device is off. The p device still conducts and pulls the output to VDD, so u = 0.

Q: Then solve the current balance, and tell me which root you take.

A: Equating the saturated n current to the triode p current gives

(β/2)a² = β(bu − u²/2).

Multiplying by 2/β and collecting terms,

u² − 2bu + a² = 0,
u = b ± √(b² − a²).

The p device is in triode, so u < b, and the minus sign is required.

The square root simplifies. Write S = a + b = VDD − 2VT. The other combination is b − a = VDD − 2Vi, because VT cancels. Hence b² − a² = (b + a)(b − a) = S(VDD − 2Vi), and

Vo = VDD − u
= VDD − b + √[S(VDD − 2Vi)]
= Vi + VT + √[S(VDD − 2Vi)].

At Vi = VT the root equals S, and Vo = 2VT + VDD − 2VT = VDD. The curve joins the flat part without a step.

Q: Why should a noise margin have anything to do with unity gain?

A: A small ripple on the input appears at the output multiplied by dVo/dVi. Where the magnitude of this slope is below one, the gate attenuates the ripple; where it is above one, the gate amplifies it. The boundary has slope −1, the minus sign expressing inversion.

To differentiate the root, note that the derivative of S(VDD − 2Vi) is −2S, and a square root contributes one half of this divided by the root:

dVo/dVi = 1 − S/√[S(VDD − 2Vi)]
= 1 − √[S/(VDD − 2Vi)].

The gain magnitude is therefore

G = √[S/(VDD − 2Vi)] − 1.

At Vi = VT it is zero. As Vi rises towards VDD/2, the denominator shrinks steadily to zero and G grows without bound. There is thus a single unity-gain point on this side.

Q: Where does it lie?

A: Set G = 1. The square root must be 2, so its argument must be 4:

S/(VDD − 2Vi) = 4,
VDD − 2Vi = S/4,
Vi = VDD/2 − S/8.

Calling this input VIL and inserting S,

VIL = (4VDD − VDD + 2VT)/8
= (3VDD + 2VT)/8.

The output there follows from √[S·S/4] = S/2:

Vo = VIL + VT + S/2
= (3VDD + 2VT + 8VT + 4VDD − 8VT)/8
= (7VDD + 2VT)/8.

It has fallen below the supply by S/8 = (VDD − 2VT)/8.

Q: And the high-input side? I do not want a second calculation hidden behind the word "symmetry".

A: Replace Vi by VDD − Vi and Vo by VDD − Vo. The gate drive and drain voltage of the n device become those of the p device, and vice versa. Since β and VT are equal, the current balance is unchanged. Away from the midpoint this means

Vo(VDD − Vi) = VDD − Vo(Vi).

Differentiating both sides with respect to Vi gives a minus sign on each side, so the slopes at the two mirrored inputs are equal. The other unity-gain input is

VIH = VDD − VIL = (5VDD − 2VT)/8.

Q: You now have two input limits. A margin is a difference of two voltages. What do you subtract?

A: Here a convention enters. Take the logic levels to be the settled outputs of undisturbed gates, VOL = 0 and VOH = VDD. They are consistent: an input of 0 leaves n off and gives VDD, while an input of VDD leaves p off and gives 0. Then

NML = VIL − VOL = (3VDD + 2VT)/8,
NMH = VOH − VIH = (3VDD + 2VT)/8.

If the levels are instead the outputs at the unity-gain points, the low level is S/8 and the high level is VDD − S/8. Both margins lose S/8:

NML = NMH = (3VDD + 2VT − VDD + 2VT)/8
= (VDD + 2VT)/4.

The two margins are equal in either convention, but the value (3VDD + 2VT)/8 belongs to the settled levels.

Q: Two conventions, two answers. Which one tells me when a logic chain loses its state?

A: That depends on where the noise acts. Let g(v) = VDD − Vo(v) be the output drop caused by a low input v. By the mirror symmetry, a high input lowered by v produces a low output raised by the same g(v). One function therefore describes the error at both logic levels.

Suppose first that one gate is disturbed and all later gates are clean. An error v is followed by g(v), then g(g(v)), and so on. For v < VT, g(v) = 0. For VT ≤ v < VDD/2, put y = √(VDD − 2v), so that 0 < y ≤ √S. Then

g(v) − v = VDD − 2v − VT − √S y
= −y(√S − y) − VT.

This is negative, except for the undisturbed point v = 0 when VT = 0. The error shrinks at each gate. Since g is continuous and has no other fixed point below VDD/2, the error tends to zero. If v exceeds VDD/2, the disturbed input is equivalent to a high input lowered by VDD − v, which is less than VDD/2. The same argument then drives the chain to the opposite state. The limit for a single disturbance is thus VDD/2, larger than either margin.

Q: Then what does the settled-level margin describe?

A: It tells how far one input may move from its rail before that gate starts to amplify additional small ripple. It is a gain criterion, not the point at which a single disturbance flips the chain.

Now disturb every gate in the harmful direction: raise each low input by n and lower each high input by n. A steady error must obey

u = g(u + n).

With v = u + n this becomes n = v − g(v). The largest possible n occurs where the derivative vanishes, 1 − g′(v) = 0. But g′ is the gain magnitude G, so v = VIL. It is a maximum because G is below one before this point and above one after it. Inserting g(VIL) = S/8,

n_max = VIL − S/8 = (VDD + 2VT)/4.

Below this value, a chain starting without error settles at the smallest solution for u, which is u = 0 for n ≤ VT, and stays there, since g never decreases. Above it there is no steady error on the correct side of the transition, and the state is lost. For the matched pair, the second convention therefore has a direct meaning for equal adverse noise at every gate. This rests on the mirror symmetry: with the p gain factor halved, that convention gives 2.79 V and 4.31 V, while the chain survives equal noise up to 3.45 V.

Q: Put numbers on this.

A: Take VDD = 10 V and VT = 2 V. Then S = 6 V, and

VIL = (30 + 4)/8 = 4.25 V,
VIH = (50 − 4)/8 = 5.75 V,
NML = NMH = 4.25 V = 0.1562 hartree/e.

At VIL the output has dropped by 6/8 = 0.75 V, to 9.25 V. With noise at every gate the limit is 4.25 − 0.75 = 3.50 V. Explicit numerical chains of these inverters gave 3.500 V for noise at every gate and 5.000 V for one disturbed gate, in agreement with the two derivations.

The difference is easy to follow here. One gate with a 4.25 V input passes on an error of 0.75 V. This is below the 2 V threshold, so a clean next gate removes it. If the next gate also receives noise, the 0.75 V adds to that noise.

Q: What hardware would have such parameters?

A: Consider a 100 nm silicon dioxide gate insulator with relative permittivity 3.9, for which C = 34.53 nF/cm². Let the electron and hole mobilities be 10 and 1 cm²/Vs. With L = 10 μm, widths of 20 μm for n and 200 μm for p make the gain factors equal:

β = 10 × 34.53 × 10⁻⁹ × (20/10) A/V²
= 0.691 μA/V².

At VIL the n overdrive is 2.25 V, so the current is 0.691 × 2.25²/2 = 1.75 μA. At the midpoint both overdrives are 3 V and the current is 3.11 μA. An input held near the transition costs power even though the ideal settled states draw no current.

Q: The formula says that a larger threshold helps. Should I keep raising it?

A: At fixed VDD, each added volt of VT on both devices adds 0.25 V to the settled-level margin. It runs from 3VDD/8 at VT = 0 towards VDD/2 as VT approaches VDD/2. The price is drive: the saturated current at full input is β(VDD − VT)²/2, which falls as VT rises.

Beyond VT = VDD/2 the result fails. The n device is off for Vi < VT, and the p device is off for Vi > VDD − VT. These ranges now overlap, and between VDD − VT and VT nothing in the model fixes the output. Both statements belong to the sharp threshold. In real devices subthreshold current fixes the output. With the unequal swings of 0.3 and 1.0 V/decade used below, the smaller margin is about 4.6 V at VT = 4 V, 4.5 V at 4.9 V and 4.1 V at 6 V for VDD = 10 V, so it stops rising before VDD/2.

Q: P-type oxides often conduct at zero gate voltage. What if the threshold has the wrong sign?

A: Let both devices have VT = −1 V in this sign convention, with VDD = 10 V and β unchanged. The unity-gain formula still gives VIL = 3.50 V. There the n overdrive is 4.5 V and the output is (70 − 2)/8 = 8.5 V, so n is indeed saturated. But the settled levels no longer reach the rails.

Let the low level be u and the high level VDD − u. For an input u, a = 1 + u and b = 11 − u in volts. The balance a² = 2bu − u² becomes

1 + 2u + u² = 22u − 3u²,
4u² − 20u + 1 = 0.

The small root is u = 0.0505 V. The margin is 3.50 − 0.05 = 3.45 V, and each settled gate draws 0.691 × 1.0505²/2 = 0.381 μA. This standing current comes in addition to the 0.05 V lost from each logic level.

Q: Matching is also optimistic. What happens if the p device is weak or its threshold drifts?

A: Consider the threshold first, with equal β. If the magnitudes are VTn and VTp, both non-negative so that the settled levels stay at the rails, the balance in a and b is unchanged, but now a + b = VDD − VTn − VTp. The unity-gain condition still gives a = 3(a + b)/8, as one sees from VIL − VT = 3S/8 in the matched case. Hence

NML = VTn + 3(VDD − VTn − VTp)/8,
NMH = VTp + 3(VDD − VTn − VTp)/8.

If VTp rises to 2.5 V, the sum a + b is 5.5 V, and the margins are 4.06 V and 4.56 V.

Now keep both thresholds at 2 V and let r be the p gain factor divided by the n gain factor. The balance is a² = r(2bu − u²). Differentiate with respect to Vi, using a′ = 1, b′ = −1 and, at unity gain, u′ = 1:

2a = r(−2u + 2b − 2u),
u = (b − a/r)/2.

Insert this into a²/r = u(2b − u). Since 2b − u = (3b + a/r)/2,

4a²/r = (b − a/r)(3b + a/r)
= 3b² − 2ab/r − a²/r².

Multiplying by r² and collecting terms gives

(1 + 4r)a² + 2r ab − 3r²b² = 0.

The positive solution for the ratio is

a/b = r[2√(1 + 3r) − 1]/(1 + 4r).

For r = 1 this is 3/5, as before. For r = 1/2 it is 0.360. With a + b = 6 V, a = 6 × 0.360/1.360 = 1.59 V, so NML = 3.59 V. Exchanging the devices replaces r by 1/r = 2 and gives NMH = 4.93 V. A weak p device moves the transition to lower input: the low margin suffers and the high margin gains.

Q: What about temperature? Holes in these films may be thermally activated.

A: Suppose the hole mobility has 0.05 eV more activation energy than the electron mobility, and the pair is matched at 300 K. At 350 K the ratio r becomes 1.318. With thresholds held fixed, the margins become 4.52 V low and 3.98 V high. The smaller one has lost about 6 percent of the matched value.

Q: And the terms missing from the square law itself?

A: Change one at a time, with all other parameters as in the matched example. Multiplying each current by 1 + λVds with λ = 0.05 V⁻¹ reduces both margins to 3.97 V, about 7 percent below the ideal value. At the ideal VIL this factor favours the n device, which has 9.25 V across it, over the p device, which has 0.75 V.

Subthreshold swings of 0.3 V/decade for n and 1.0 V/decade for p need a smooth turn-on law. Replacing each overdrive s in the square law by W ln(1 + exp(s/W)), with W = 2 × swing/ln 10, gives margins of 4.22 V and 4.25 V. Smoothing the local charge instead, with the same swings, gives 4.25 V and 4.20 V, so the digits are good to about 0.05 V. The shift is small as long as the swing only rounds the turn-on. If the traps behind a large swing also reduce the current above threshold, the margins can move by much more.

A p off current of one thousandth of its on current lifts the low output. For a small output voltage the n device carries β(VDD − VT)VOL. Equating this to the leakage,

β(VDD − VT)VOL = 10⁻³ β(VDD − VT)²/2,
VOL = 10⁻³ × 8/2 V = 4 mV.

This hardly changes the margin, but the leakage also flows in standby whenever the output is low: one thousandth of the 22.10 μA on current is about 0.022 μA for each such gate. A gate with a high output has its n device off, so the p leakage adds no supply current there.

Combining the weak p gain, the 0.5 V threshold drift, output conductance, both swings and the off current at 300 K leaves NML = 3.19 V and NMH = 4.92 V. The low margin is 25 percent below the matched ideal; the high margin shifts by about 0.04 V with the choice of turn-on law. These are settled-level margins. The limit for equal noise at every gate falls less, from 3.50 V to about 3.2 V.

Q: Does 10 V across this insulator, or the channel statistics, invalidate the example?

A: Not at the level of these estimates. The gate field is 10 V/100 nm = 1 MV/cm, against a rough breakdown field of 10 MV/cm for good silicon dioxide. Tunnelling through an ideal 3 eV barrier is negligible; leakage through defects is a separate matter. The mean lateral field is 0.01 MV/cm.

A p contact resistance of 100 Ω cm, normalized to width, drops about 9 mV per contact at VIL, roughly 1 percent of the 0.75 V across the p device. The same value on the ten times narrower n device drops about 87 mV per contact; with all four contacts included the margins become 4.33 V low and 4.10 V high. The value 100 Ω cm is an assumption: at 10 kΩ cm on the p contacts, with the n contacts kept at 100 Ω cm, the low margin falls to 3.12 V. For an n channel treated as one two-dimensional band of mass 0.3 electron masses, the Fermi level at full drive lies 9 meV below the band edge. This is within the thermal energy of 26 meV, so the electrons are not fully nondegenerate. Still, the gate capacitance is 0.42 percent of the quantum capacitance at full drive and 1.2 percent at the 2.25 V overdrive of VIL, so the correction to the charge law is small except near pinch-off. These figures ignore the depth of the accumulation layer. A self-consistent layer with the same mass, permittivity 11 and a film of 20 to 40 nm holds only about two thirds of the electrons in its lowest subband at full drive, and raises the correction to about 1.3 percent there and about 3 percent at VIL. Band-tail and trap states are not included in this estimate. An anisotropic hole mass would enter this model mainly through mobility, and hence through r.

Q: How close is all this to a real p-type oxide inverter?

A: The case in mind is a tin monoxide p channel with an n-type channel such as indium gallium zinc oxide. Hole mobilities near 1 cm²/Vs and electron mobilities near 10 cm²/Vs are rough typical values. The p threshold of 2 V in the enhancement sense is favourable, because many tin monoxide transistors conduct at zero gate voltage. That is the assumption I would question first. In the model, moving both thresholds from 2 V to −1 V lowers the margin from 4.25 V to 3.45 V and introduces standing current; the limit for noise at every gate falls from 3.50 V to 2.00 V. A shift of the p threshold alone to −1 V, which is closer to the real case, unbalances the margins to 5.31 V low and 2.38 V high, so the smaller margin suffers more. The loss grows quickly with deeper depletion: at −3 V the margins are 5.54 V and 1.13 V with a low level of 0.58 V, and at −5 V the high margin has vanished. On-off ratios of tin monoxide devices vary widely, roughly from 10² to 10⁴. At 10² the leakage estimate above gives a low level of 40 mV instead of 4 mV, and the smaller margin is about 4.2 V. That estimate needs the p current at zero gate drive, which equals the off current only if the device is off there; with a p threshold of −1 V it is 0.8 percent of the on current and the low level is 63 mV, whatever the on-off ratio. The model also takes the mobility as constant, whereas in amorphous oxides it usually rises with overdrive. If the n mobility grows as the square root of the local overdrive and the on currents are matched, the margins become 4.68 V low and 3.98 V high. All these cases are model estimates and not measurements of a particular circuit.

Numbers as computed

```
VDD, VT: 10.00, 2.00 V
VIL, VIH: 4.250, 5.750 V
Settled VOL, VOH: 0.000, 10.000 V
Noise margins low, high: 4.250, 4.250 V
Margin in atomic units: 0.1562 hartree/e
Output at VIL, VIH: 9.250, 0.750 V
Output drop at VIL: 0.750 V
Largest noise, every gate: 3.500 V
Largest noise, one gate: 5.000 V
Oxide thickness: 100 nm; eps_r: 3.9
Mobility n, p: 10.0, 1.0 cm2/Vs
Channel length: 10 um
Width n, p: 20, 200 um
Gate capacitance: 34.53 nF/cm2
Gain factor beta: 0.691 uA/V2
Current at VIL: 1.75 uA
Current at midpoint: 3.11 uA
Full on current: 22.10 uA
Output-conductance parameter: 0.05 1/V
Swing n, p: 0.3, 1.0 V/decade
p off/on current ratio: 1e-03
p threshold drift: 0.5 V; weak gain ratio: 0.5
Temperatures: 300, 350 K
Extra p activation energy: 0.05 eV
Hot p/n gain ratio: 1.318
Depletion VT: -1.0 V
Effect: NML, NMH, VOL, VDD-VOH, all in V
output conductance: 3.965, 3.965, 0.0000, 0.0000
subthreshold swing: 4.221, 4.251, 0.0004, 0.0000
p off current: 4.247, 4.246, 0.0040, 0.0000
p threshold drift: 4.062, 4.562, 0.0000, 0.0000
p gain halved: 3.589, 4.929, 0.0000, 0.0000
350 K mobility: 4.523, 3.980, 0.0000, 0.0000
depletion VT: 3.449, 3.449, 0.0505, 0.0505
adverse combination: 3.191, 4.921, 0.0041, 0.0000
Depletion margin from formula: 3.500 V
Depletion standby current: 0.381 uA
Contact resistance times width: 100 ohm cm
p contact drop at VIL: 8.74 mV
Gate field: 1.00 MV/cm
Rough oxide breakdown: 10 MV/cm
Mean lateral field: 0.010 MV/cm
Tunnel barrier: 3.0 eV; mass: 0.4 m_e
log10 tunnel current/(A/cm2): -91
n channel mass: 0.3 m_e
Sheet density at full drive: 1.72e+12 1/cm2
Fermi level above band edge: -0.0091 eV
Gate/quantum capacitance: 0.42 percent
```
